# Self-similar coarsening of end-of-range loops by the 1/R law

## 1. What dimensions already fix

Annealing an implanted crystal can leave interstitial dislocation loops near the end of the ion range. Let a loop of radius \(R\) obey

\[
\frac{dR}{dt}=K\left(\frac1{R_c}-\frac1R\right),\qquad K>0 .\tag{1}
\]

Here \(R_c(t)\) is the critical radius, common to all loops, and the constant \(K\) has dimensions length²/time. If the population forgets its initial length scale, the one length that can be built from \(K\) and \(t\) is \(\sqrt{Kt}\). Therefore

\[
R_c^2=cKt,\qquad R_{\max}=u_mR_c ,
\]

with pure numbers \(c\) and \(u_m\). Dimensions cannot supply these numbers. They will turn out to be \(c=1/2\) and \(u_m=2\) in the limit approached when the initial size distribution thins out rapidly at its upper end without a sharp edge.

## 2. Simple case: one loop in a fixed background

Hold \(R_c\) constant and put \(R=R_c+\delta\) with \(|\delta|\ll R_c\). Since \(1/R\approx1/R_c-\delta/R_c^2\),

\[
\frac{d\delta}{dt}=\frac{K}{R_c^2}\,\delta .
\]

The critical size is an unstable balance: larger loops grow and smaller ones shrink. For \(R\ll R_c\), equation (1) becomes \(dR/dt=-K/R\), so \(R^2=R_0^2-2Kt\) and the loop vanishes in a finite time.

**Where the law comes from.** Let interstitials diffuse with coefficient \(D\) to a thin ring of core radius \(r_0\ll R\). A ring absorbing \(I\) atoms per second lowers the concentration at its core by \(I/(4\pi D)\) times the mean inverse distance to the ring,

\[
\frac1\pi\int_0^\pi\frac{d\theta}{\sqrt{4R^2\sin^2(\theta/2)+r_0^2}} .
\]

Split the integral at a small angle \(\epsilon\) with \(r_0/R\ll\epsilon\ll1\). The near part gives \(R^{-1}\ln(2R\epsilon/r_0)\). The far part gives \(R^{-1}[\ln\tan(\theta/4)]_\epsilon^\pi=R^{-1}\ln(4/\epsilon)\). The sum is \(L/R\) with \(L=\ln(8R/r_0)\), so the mean inverse distance is \(L/(\pi R)\). With background concentration \(\bar C\) and concentration \(C_R\) at the core, \(I=4\pi^2DR(\bar C-C_R)/L\).

A loop holds \(n=\pi R^2\sigma\) atoms, where \(\sigma\) is the number per loop area. Setting \(dn/dt=2\pi R\sigma\,dR/dt=I\) gives

\[
\frac{dR}{dt}=\frac{2\pi D}{\sigma L}(\bar C-C_R).
\]

For the line energy take the isotropic elastic estimate \(E=2\pi RA(L-1)\), with \(A=\mu b^2/[4\pi(1-\nu)]\), shear modulus \(\mu\), Poisson ratio \(\nu\) and Burgers vector \(b\). Because \(dL/dR=1/R\), \(dE/dR=2\pi A(L-1)+2\pi A=2\pi AL\). Dividing by \(dn/dR=2\pi R\sigma\) gives \(AL/(\sigma R)\) per atom. A stacking fault of energy \(\gamma\) per area adds \(\gamma/\sigma\). Hence

\[
C_R=C^*e^{\varphi+\ell/R},\qquad \varphi=\frac{\gamma}{\sigma kT},\qquad \ell=\frac{AL}{\sigma kT},\tag{2}
\]

where \(C^*\) is the equilibrium concentration without loops. Define \(R_c\) by \(\bar C=C_{R_c}\). For \(\ell/R\ll1\), the linear form \(C_R\approx C^*e^\varphi(1+\ell/R)\) reproduces (1) with

\[
K=\frac{2\pi DC^*e^{\varphi}\ell}{\sigma L},\tag{3}
\]

when \(L\) is frozen at a typical radius. Since \(\ell/L=A/(\sigma kT)\), the value of \(K\) does not depend on the radius chosen; freezing \(L\) only removes a factor \(L(R_c)/L(R)\) from the term \(1/R_c\). The fault energy rescales \(K\) but does not change the form of the law.

## 3. Many loops: conservation determines \(R_c\)

Now let the loops exchange atoms with one another and with nothing else. The number of atoms in transit is neglected, no loop nucleates, and none merge. Then \(\sum R^2\) is constant. A vanishing loop has \(R^2\to0\), so its removal causes no jump, and

\[
0=\frac{d}{dt}\sum R^2=2\sum R\frac{dR}{dt}=2K\sum\left(\frac R{R_c}-1\right)
\quad\Rightarrow\quad R_c=\langle R\rangle .\tag{4}
\]

The critical radius is the mean radius of the surviving loops.

Limit: if all loops are equal, each has \(R=R_c\) and nothing changes. By section 2 this state is unstable, so coarsening needs a spread of sizes.

## 4. Scaled variables

Measure each radius in units of the moving critical radius:

\[
u=\frac R{R_c},\qquad ds=\frac{K\,dt}{R_c^2},\qquad a=\frac{R_c}{K}\frac{dR_c}{dt}.
\]

The quotient rule gives

\[
\frac{du}{dt}=\frac1{R_c}\frac{dR}{dt}-\frac{u}{R_c}\frac{dR_c}{dt}
=\frac K{R_c^2}\left(1-\frac1u\right)-\frac{u}{R_c}\frac{dR_c}{dt}.
\]

Multiplication by \(R_c^2/K\) yields

\[
\frac{du}{ds}=v(u)=1-\frac1u-au .\tag{5}
\]

A fixed shape in \(u\) requires constant \(a\). Then \(d(R_c^2)/dt=2aK\), so \(R_c^2=2aKt\) from a virtual time origin, and \(c=2a\).

Let \(f(R,t)\,dR\) be the number of loops between \(R\) and \(R+dR\). Write \(f=BR_c^{-3}h(u)\) with \(\int h\,du=1\). The loop number is then \(BR_c^{-2}\), and \(\int R^2f\,dR=B\langle u^2\rangle\) is constant, as required. The two terms of the continuity equation \(\partial_tf+\partial_R(f\dot R)=0\) are

\[
\partial_tf=-BR_c^{-4}\dot R_c(3h+uh'),\qquad
\partial_R(f\dot R)=BKR_c^{-5}\left[\left(1-\frac1u\right)h\right]' .
\]

Multiply their sum by \(R_c^5/(BK)\) and use \(3h+uh'=(uh)'+2h\):

\[
(vh)'=2ah .\tag{6}
\]

Check against (4): multiply (6) by \(u^2\) and integrate by parts. The boundary terms vanish when \(vh\) is finite at \(u=0\) and zero at the upper edge. Since \(uv=u-1-au^2\),

\[
-2\left(\langle u\rangle-1-a\langle u^2\rangle\right)=2a\langle u^2\rangle
\quad\Rightarrow\quad\langle u\rangle=1 .
\]

This holds for every \(a\) with finite \(\langle u^2\rangle\). Conservation of area alone therefore does not select \(a\); the upper tail has to.

## 5. Which growth constants are possible

Put \(w=vh\), so that (6) reads \(w'/w=2a/v\). The zeros of \(v\) solve \(au^2-u+1=0\), whose discriminant is \(1-4a\).

**\(a>1/4\).** There is no zero, and \(v<0\) everywhere. A cutoff at finite \(u\) would drift downward, so a steady shape must extend to infinity. There \(v\approx-au\), hence \(w'/w\approx-2/u\), \(w\sim u^{-2}\) and \(h\sim u^{-3}\). The area integral \(\int u^2h\,du\) diverges logarithmically, which excludes this case. Numerical integration at \(a=0.3\) gives the exponent \(-3.007\) between \(u=1000\) and \(2000\).

**\(a<1/4\).** There are two zeros \(u_1<u_2\), with \(u_1+u_2=u_1u_2=1/a\), and

\[
\frac{w'}w=-\frac{2u}{(u-u_1)(u-u_2)} .
\]

Close to \(u_2\), on either side, this gives \(w\sim|u-u_2|^{-2u_2/(u_2-u_1)}\). Division by \(v\propto u-u_2\) lowers the exponent by one more, so \(h\) is not integrable there. The distribution must end at \(u_1\). Just below it, with \(x=u_1-u\),

\[
\frac{d\ln w}{d\ln x}=\frac{2u_1}{u_2-u_1},\qquad h\sim x^p,\qquad p+1=\frac{2u_1}{u_2-u_1}.
\]

Let \(r=u_2/u_1\). Then \(r-1=2/(p+1)\), so \(r=(p+3)/(p+1)\). Dividing \(u_1+u_2=u_1u_2\) by \(u_1\) gives \(1+r=ru_1\). Hence

\[
u_1=\frac{1+r}{r}=\frac{2p+4}{p+3},\qquad
a=\frac1{u_1u_2}=\frac{r}{(1+r)^2}=\frac{(p+1)(p+3)}{4(p+2)^2}
=\frac14\left[1-\frac1{(p+2)^2}\right].\tag{7}
\]

This is a continuous family, \(p>-1\). The initial distribution chooses the member. For a loop slightly smaller than the largest one, of radius \(R_m\), the gap \(X=R_m-R\) obeys \(dX/dt=KX/R_m^2\) to first order. All small gaps stretch by the same factor, so the edge power \(p\) is preserved.

Populations started with such edges, with \(R_c\) set by the mean radius alone, were followed until \(R_c\) had grown 100 times. Let the slope be \(d(R_c^2)/d(Kt)=2a\), fitted over the last doubling of \(R_c\).

- \(p=0\): slope 0.3746 against 0.3750 from (7); \(R_{\max}/R_c=1.332\) against 1.333.
- \(p=1\): slope 0.4461 against 0.4444; \(R_{\max}/R_c=1.500\) against 1.500.

The 0.4 % excess in the slope at \(p=1\) is a remnant of the starting shape and fades with further growth. A population whose upper edge ends as a low power \(p\) thus coarsens measurably more slowly than \(Kt/2\); by (7) the difference shrinks as \(p\) increases.

**\(a=1/4\).** As \(p\to\infty\), the zeros merge at \(u=2\):

\[
R_c^2=\frac{Kt}{2},\qquad R_{\max}=2R_c,\qquad v=-\frac{(2-u)^2}{4u}.\tag{8}
\]

A tail that falls faster than any power of the distance to its edge matches no finite \(p\), so this is the steady shape left for it. If the population already has this steady shape at \(t=0\), with critical radius \(R_{c0}\), then \(R_c^2=R_{c0}^2+Kt/2\).

An unbounded tail has no edge at the start. If \(a\) stayed below \(1/4\), loops above \(u_1\) would collect at \(u_2\). Their number would stay fixed while their area grew as \(R_c^2\), against conservation. A steady \(a\) above \(1/4\) is excluded as well, which again leaves \(1/4\).

The approach is slow. Starting with a fraction \(e^{-(R/R_*)^2}\) of loops above \(R\), where \(R_*\) is a fixed length, the slope is 0.582, 0.526 and 0.512 after \(R_c\) has grown 10, 100 and 1000 times. The last value is still about 2 % above \(1/2\).

The reason can be seen near \(u=2\). With \(a=1/4+\eta\) and \(y=u-2\), expansion of (5) gives \(v\approx-y^2/8-2\eta\). For small \(\eta\), the time needed to pass this bottleneck is approximately

\[
\int_{-\infty}^{\infty}\frac{dy}{y^2/8+2\eta}=\frac{2\pi}{\sqrt\eta}
\]

in \(s\), at fixed \(\eta\). At fixed \(\eta>0\) loops from the tail do pass, but the smaller \(\eta\) is, the longer they take, and \(s\) itself grows only as the logarithm of \(R_c\). If \(\eta\) falls too quickly, a loop may never pass: for \(\eta=c/s^2\) with \(0<c<1\), the equation \(dy/ds=-y^2/8-2\eta\) has the solution \(y=4(1+\sqrt{1-c})/s\), which stays positive. At the end of this calculation no sampled loop lay above \(2R_c\). The sample was cut where the initial fraction above \(R\) is \(e^{-34}\), so this does not show that a truly unbounded tail is empty there.

## 6. The limiting size distribution

With (8), \(w'/w=1/(2v)=-2u/(2-u)^2\). Set \(y=2-u\) from here on; since \(du=-dy\),

\[
\frac{d\ln w}{dy}=\frac{2(2-y)}{y^2}=\frac4{y^2}-\frac2y
\quad\Rightarrow\quad w=-G\,y^{-2}e^{-4/y},\quad G>0 .
\]

The sign is negative because \(v<0\) and \(h>0\). Since \(h=2w'\) and \(w(2)=0\), the fraction of loops above \(u\) is

\[
F(u)=\int_u^2h\,du'=-2w(u)=2G\,y^{-2}e^{-4/y}.
\]

The condition \(F(0)=1\), where \(y=2\), gives \(G=2e^2\). Dividing \(w\) by \(v=-y^2/(4u)\) then gives

\[
h(u)=\frac{8e^2u}{(2-u)^4}\exp\left(-\frac4{2-u}\right),\qquad
F(u)=\frac4{(2-u)^2}\exp\left(2-\frac4{2-u}\right).\tag{9}
\]

Symbolic substitution into the original continuity equation confirms (9).

Limit of small loops: \(h\to u/2\), so the flux out at zero size is \(-vh\to h/u=1/2\). This equals \(2a\), the rate at which the number \(\propto R_c^{-2}\) must fall per unit \(s\).

The second moment links loop number to trapped dose. With \(z=1/y\), one has \(u=2-1/z\) and \(du=dz/z^2\), so

\[
\langle u^2\rangle=8e^2\int_{1/2}^\infty e^{-4z}\left(8z^2-12z+6-\frac1z\right)dz .
\]

The integrals of \(e^{-4z}\) times \(z^2,\ z,\ 1\) are \(e^{-2}\) times \(5/32,\ 3/16,\ 1/4\). The first three terms therefore sum to \(e^{-2}(5/4-9/4+3/2)=e^{-2}/2\). The last is the exponential integral \(E_1(2)=\int_2^\infty e^{-q}dq/q\). Thus

\[
\langle u^2\rangle=4-8e^2E_1(2)=1.109 ,
\]

in agreement with direct quadrature of \(h\). The standard deviation is \(0.33R_c\). About 54 % of loops exceed \(R_c\), but just 4 % exceed \(1.5R_c\): the edge at \(2R_c\) is a limit of the distribution, not a typical large loop.

## 7. The fate of one loop

In the limiting state \(v<0\) for every \(u<2\), so each loop loses ground to the mean even while it grows. Take \(1<u_0<2\) and \(y_0=2-u_0\). Growth stops when \(u=1\), after

\[
s=\int_1^{u_0}\frac{4u\,du}{(2-u)^2}=\int_{y_0}^1\frac{4(2-y)}{y^2}dy
=\frac8{y_0}-8+4\ln y_0 .
\]

Since \(d\ln R_c/ds=1/4\), and \(R=R_c\) at that moment,

\[
R_{\rm peak}=R_{c0}e^{s/4}=R_{c0}\,y_0\,e^{2/y_0-2}.\tag{10}
\]

Limits: \(u_0\to1\) gives \(R_{\rm peak}=R_{c0}\), so the loop is already at its peak. For \(u_0\to2\) the peak recedes to infinity.

## 8. Numbers for an anneal

Take round parameters: \(K=10\) nm²/s, \(R_{c0}=10\) nm, 60 s at 1373 K, \(Q=4\times10^{14}\) cm⁻² trapped interstitials and \(\sigma=16\) nm⁻². Start in the limiting distribution. Then

\[
R_c^2=10^2+\tfrac12(10)(60)=400\ \text{nm}^2,\qquad R_c=20\ \text{nm},\qquad R_{\max}=40\ \text{nm}.
\]

The loop density is \(N=Q/(\pi\sigma\langle u^2\rangle R_c^2)\). It falls from \(7.2\times10^{10}\) to \(1.8\times10^{10}\) cm⁻². Three quarters of the loops vanish while, in the model, no interstitial is lost. A population calculation gives the same final radius and a surviving fraction of 0.250.

A loop starting at 15 nm has \(y_0=0.5\). It reaches 26.8 nm after the anneal, but its ratio to \(R_c\) has dropped from 1.50 to 1.34. If the anneal continued, (10) gives a peak of \(10(0.5)e^2=36.9\) nm at \(t=2(R_{\rm peak}^2-R_{c0}^2)/K=253\) s, after which the loop would shrink. Direct integration of (1) confirms this peak.

**How far to trust them.** The neglected effects are estimated with \(\mu=60\) GPa, \(\nu=0.2\), \(b=r_0=0.3\) nm and \(\gamma=0.4\) eV/nm². These give \(A=3.35\) eV/nm and, with \(kT=0.118\) eV and \(L=6.28\) at 20 nm,

\[
\ell=\frac{3.35\times6.28}{16\times0.118}\approx11\ \text{nm}.
\]

- *Linear emission.* With \(\ell\) held at its 20 nm value, \(\ell/R_c\) falls from 1.11 to 0.56, which is not small. Keeping the exponential of (2), with \(K\) and \(\ell\) fixed, replaces (1) by \(dR/dt=(K/\ell)(\Lambda-e^{\ell/R})\), where \(\Lambda\) is set by conservation. The exponent was capped at 5, which affects loops below about 2.2 nm. The final mean radius becomes 25.5 nm, roughly a quarter above the ideal 20 nm; removing the cap changes this by about 0.1 nm or less. If \(L\) and \(\ell\) are also allowed to vary with \(R\), as in (2), the result is about 24 nm, because the logarithmic effect below works in the opposite direction.
- *Logarithm.* \(L\) changes by \(\ln4\) between \(R_c/2\) and \(2R_c\), or 22 % of its value at \(R_c\). Equation (1) ignores this. Since \(L(R)=L(R_c)+\ln u\), the leading 1 in (5) becomes approximately \(1-\ln u/L(R_c)\). With \(L(R_c)\) treated as constant, the condition that \(v\) just touches zero near \(u=2\) gives \(a\approx1/4-\ln2/[2L(R_c)]\). To first order the growth coefficient \(2a\) is therefore lowered by the fraction \(2\ln2/L(R_c)\), about 22 % at 20 nm. Without expanding the factor \(L(R_c)/L(R)\), the tangency at \(L=6.28\) gives \(a=0.201\), a reduction of 20 %, and lies at \(u=1.93\). The critical radius is then no longer exactly the mean radius: \(\langle u\rangle\approx1.01\), and the growth of the squared mean radius is lowered by about 18 to 19 %. This correction fades only logarithmically as the loops grow.
- *Surface.* Let the surface, at distance \(d=1000\) nm, hold the concentration at \(C^*\). The loss per area and time is \((DC^*/d)(e^{\varphi+\ell/R_c}-1)\), with \(\varphi=0.21\). Along the ideal \(R_c(t)\), and with \(DC^*\) from (3), the loss is about \(1.1\times10^{14}\) cm⁻², or 28 % of \(Q\). The program's variable `transport` is \(DC^*e^\varphi\), not \(DC^*\) as its comment suggests, so its printed loss, 35 % of \(Q\), is too large by the factor \(e^\varphi\approx1.24\). This estimate leaves out the fall in background concentration that the loss itself causes, so it is too high: with the surface included as a sink in the atom balance, the loss over 60 s is about 20 % of \(Q\) for linear emission and 23 % for exponential emission. Conservation is therefore a rough approximation here.
- *Contact.* The loops cover an area \(Q/\sigma=0.25\) per unit wafer area if projected flat. If flat loops were placed at random, one of mean radius would overlap on average \(0.25\,(1+2+\langle u^2\rangle)/\langle u^2\rangle\approx0.9\) others. Differences in depth reduce actual contact, but merging cannot be dismissed. The covered fraction stays constant during ideal coarsening, so this risk does not fade as the loops become fewer. Even without contact, each loop changes the concentration around its neighbours, so a background common to all loops is itself an approximation at this coverage.

**The real case.** The parameters lie in the rough regime of faulted end-of-range loops in silicon annealed near 1100 °C; they do not describe a particular wafer. The depth is far from typical of shallow junctions, whose loops lie nearer 100 nm or less. At 100 nm, with all else fixed, the surface estimate rises tenfold and exceeds the trapped dose. Conservation then fails, and the model predicts dissolution in place of the \(Kt/2\) law. Apart from the logarithmic correction above, the law is a sound guide when \(R_c\gg\ell\), the surface loss is small compared with \(Q\), the loops are well separated, and the initial size distribution thins out rapidly at its upper end without a sharp edge. For this anneal none of the first three conditions is well met, so 20 nm is a scale for the mean radius and not a precise prediction. The full numerical output follows.

## Values computed for the example and the checks

```
SCALED SOLUTION
mean of u: 1.0000
mean of u^2: 1.1094
standard deviation of u: 0.3307
fraction of loops above Rc: 0.5413
fraction of loops above 1.5 Rc: 0.03966
far exponent of h for a = 0.3: -3.007
exponent of h at upper root, a = 3/16: -4.000
POPULATIONS: slope = d(Rc^2)/d(Kt)
edge power 0: slope 0.3746, formula 0.3750
edge power 0: Rmax/Rc 1.3316, formula 1.3333
edge power 1: slope 0.4461, formula 0.4444
edge power 1: Rmax/Rc 1.4996, formula 1.5000
unbounded tail, Rc grown 10 times: slope 0.5821
unbounded tail, Rc grown 100 times: slope 0.5262
unbounded tail, Rc grown 1000 times: slope 0.5116
unbounded tail, final mean of u^2: 1.1106
unbounded tail, final fraction above 2Rc: 0.0e+00
EXAMPLE
K: 10.0 nm^2/s
initial Rc: 10.0 nm
anneal: 60 s at 1373 K
trapped interstitials: 4.0e+14 cm^-2
atoms per loop area: 16.0 nm^-2
final Rc, formula: 20.00 nm
final Rc, population: 20.00 nm
largest radius, start and end: 20.0, 40.0 nm
loop density, start: 7.17e+10 cm^-2
loop density, end: 1.79e+10 cm^-2
surviving fraction, population: 0.2501
single loop, initial radius: 15.0 nm
single loop, radius after anneal: 26.79 nm
single loop, peak radius: 36.95 nm
single loop, time of peak: 253.0 s
EFFECTS LEFT OUT
shear modulus: 60 GPa, Poisson ratio: 0.2
Burgers vector and core radius: 0.3 nm
thermal energy: 0.1183 eV
line energy prefactor: 3.353 eV/nm
logarithm ln(8Rc/r0) at end: 6.279
capillary length: 11.12 nm
capillary length/Rc, start: 1.112
capillary length/Rc, end: 0.556
final mean radius, full emission: 25.5 nm
change of logarithm, Rc/2 to 2Rc: 22 %
fault energy: 0.4 eV/nm^2
fault energy per atom/kT: 0.211
depth of loops: 1000 nm
surface loss estimate: 1.40e+14 cm^-2
surface loss/trapped: 35 %
area fraction covered by loops: 0.250
```
